# Near-90-degree polarization rotation in weak reflection from a quantized Hall film

## 1. What has to be decided

In a calculation of terahertz reflection from a quantized Hall film a few nanometres thick, one must decide whether the film may be treated as a bare conducting sheet, with its dielectric response dropped. The wavelength is about \(10^5\) times the thickness, which seems to settle the matter. It does not, because the Hall reflection is itself weak: its amplitude is the fine-structure constant \(\alpha\approx1/137\). Whatever is dropped must be small against \(\alpha\), not merely against one.

The ideal sheet comes first, then the effects that compete with it.

## 2. The sheet and its boundary conditions

The film lies in the plane \(z=0\) with vacuum on both sides. Light arrives at normal incidence, travelling towards \(+z\), polarized along \(x\). Fields vary as \(e^{-i\omega t}\), and \(k=\omega/c\). The sheet current density \(\mathbf K\) obeys

\[
K_x=\sigma_{xx}E_x+\sigma_{xy}E_y,\qquad K_y=-\sigma_{xy}E_x+\sigma_{xx}E_y .
\]

Angles are measured from \(x\) towards \(y\) in fixed laboratory axes, for both outgoing beams. A polarization line has no arrowhead, so its angle is defined modulo \(180^\circ\).

The tangential electric field is continuous:

\[
\mathbf E_t=\mathbf E_i+\mathbf E_r .
\]

The magnetic field jumps by the sheet current, \(\hat z\times(\mathbf H_{+}-\mathbf H_{-})=\mathbf K\). A wave travelling towards \(+z\) has \(\mathbf H=\hat z\times\mathbf E/Z_0\), where \(Z_0\) is the vacuum impedance; a wave travelling towards \(-z\) has the opposite sign. Thus

\[
\mathbf H_+=\frac{\hat z\times\mathbf E_t}{Z_0},\qquad
\mathbf H_-=\frac{\hat z\times(\mathbf E_i-\mathbf E_r)}{Z_0}.
\]

For transverse fields \(\hat z\times(\hat z\times\mathbf E)=-\mathbf E\), so the jump condition becomes

\[
\mathbf E_i-\mathbf E_r-\mathbf E_t=Z_0\mathbf K .
\]

Inserting \(\mathbf E_r=\mathbf E_t-\mathbf E_i\) and \(\mathbf K=\sigma\mathbf E_t\) gives \(2\mathbf E_i-2\mathbf E_t=Z_0\sigma\mathbf E_t\), or

\[
\left(1+\tfrac12 Z_0\sigma\right)\mathbf E_t=\mathbf E_i,\qquad
\mathbf E_r=-\tfrac12 Z_0\mathbf K. \tag{1}
\]

The current is driven by the total field at the sheet, which is \(\mathbf E_t\), not by the incident field alone.

## 3. Solution for the quantized Hall sheet

Set \(\sigma_{xx}=0\) and \(\sigma_{xy}=e^2/h\). Since \(Z_0=1/(\varepsilon_0c)\),

\[
\frac{Z_0}{2}\frac{e^2}{h}=\frac{e^2}{2\varepsilon_0hc}=\alpha .
\]

With the incident amplitude set to one, the components of (1) are

\[
E_{tx}+\alpha E_{ty}=1,\qquad -\alpha E_{tx}+E_{ty}=0 .
\]

The second gives \(E_{ty}=\alpha E_{tx}\); the first then gives \(E_{tx}(1+\alpha^2)=1\). Subtracting the incident field \((1,0)\) yields the reflected one:

\[
\mathbf E_t=\frac{(1,\alpha)}{1+\alpha^2},\qquad
\mathbf E_r=\frac{(-\alpha^2,\alpha)}{1+\alpha^2}. \tag{2}
\]

The reflected line has slope \(E_{ry}/E_{rx}=-1/\alpha\), so

\[
\theta_r=-\arctan\frac1\alpha=-(90^\circ-\arctan\alpha),\qquad
\theta_t=+\arctan\alpha .
\]

The powers, relative to the incident power, are

\[
R=\frac{\alpha^4+\alpha^2}{(1+\alpha^2)^2}=\frac{\alpha^2}{1+\alpha^2},\qquad
T=\frac{1+\alpha^2}{(1+\alpha^2)^2}=\frac1{1+\alpha^2}.
\]

They add to one, as they must for a sheet that dissipates nothing.

**Why a weak response gives a large angle.** A Hall current is perpendicular to the field that drives it, so \(\mathbf K\perp\mathbf E_t\). By (1) the sheet radiates backwards a field along \(\mathbf K\), hence \(\mathbf E_r\perp\mathbf E_t\). The transmitted field is almost along \(x\), so the reflected one is almost along \(y\). No large rotation of a strong beam takes place: a free-standing Hall sheet has no ordinary first-order reflection along \(x\), and what comes back is the weak Hall radiation.

**Other Hall conductances.** For \(\sigma_{xy}=\nu e^2/h\) the same algebra holds with \(\alpha\) replaced by \(\nu\alpha\). As \(\nu\to0\), the angle tends to \(90^\circ\) in magnitude while the reflected power vanishes as \((\nu\alpha)^2\). There is no paradox in the limit, since no light is left to carry the angle. As \(\nu\alpha\to\infty\), \(\mathbf E_r\to(-1,0)\): the sheet becomes a perfect mirror and the turn vanishes. Reversing the sign of \(\nu\) reverses both turns.

**Numbers.** With \(\alpha=0.0072974\), equation (2) gives \(E_{rx}=-5.325\times10^{-5}\) and \(E_{ry}=7.297\times10^{-3}\). The reflected turn is \(-89.58^\circ\) (\(-1.5635\) rad), the transmitted turn \(0.418^\circ\), and \(R=5.325\times10^{-5}\). Of a 1 mW beam, 53 nW returns polarized along \(y\) and 2.8 pW along \(x\).

The jump condition was tested by integrating Maxwell's equations through a film of finite thickness, at 0.3 THz and relative permittivity one, with the Hall current spread over two surface layers. The largest error of any field component, relative to its value in (2), was \(5.45\times10^{-5}\) for 6 nm and \(2.72\times10^{-5}\) for 3 nm. It halves with the thickness, as it should if (2) is the thin-film limit.

## 4. Where the conductance comes from, and the effect of a finite gap

In a magnetic topological-insulator film, each surface carries a gapped Dirac state. Take

\[
H=\hbar v(q_x\tau_x+q_y\tau_y)+m\tau_z,\qquad
\epsilon=\sqrt{m^2+(\hbar vq)^2},
\]

with Pauli matrices \(\tau\), \(m>0\), gap \(\Delta=2m\), a filled lower band and an empty upper one. The starting point is the Kubo formula for a clean two-band insulator at zero temperature:

\[
|\sigma_{xy}|=2\hbar e^2\!\int\!\frac{d^2q}{(2\pi)^2}
\frac{|\mathrm{Im}(v_x^{vc}v_y^{cv})|}{4\epsilon^2-(\hbar\omega)^2},
\]
\[
\sigma_{xx}=-2i\omega\hbar^2e^2\!\int\!\frac{d^2q}{(2\pi)^2}
\frac{|v_x^{vc}|^2}{2\epsilon\,[4\epsilon^2-(\hbar\omega)^2]} .
\]

The labels \(v,c\) on matrix elements denote the lower and upper band. The velocity operators are \(v\tau_x\) and \(v\tau_y\).

For \(\mathbf q\) along \(x\), the lower state has \(\langle\tau_y\rangle=0\) and \(\langle\tau_z\rangle=-m/\epsilon\). Inserting both bands between the factors of \(\tau_x\tau_y=i\tau_z\) gives \(\tau_x^{vc}\tau_y^{cv}=-im/\epsilon\). Likewise \(|\tau_a^{vc}|^2=1-\langle\tau_a\rangle^2\), which is \(m^2/\epsilon^2\) for \(x\) and 1 for \(y\). Averaged over the direction of \(\mathbf q\), \(|v_x^{vc}|^2\) becomes \(\tfrac12v^2(1+m^2/\epsilon^2)\).

Use \(d^2q/(2\pi)^2\to\epsilon\,d\epsilon/(2\pi\hbar^2v^2)\) and expand for \(\hbar\omega\ll\Delta\):

\[
|\sigma_{xy}|=\frac{2e^2}{h}\int_m^\infty\!\frac{m\,d\epsilon}{4\epsilon^2-(\hbar\omega)^2}
\simeq\frac{e^2}{2h}\left[1+\frac{(\hbar\omega)^2}{3\Delta^2}\right],
\]
\[
\sigma_{xx}\simeq-i\,\frac{2e^2}{h}\,\hbar\omega\int_m^\infty\!\frac{d\epsilon}{16\epsilon^2}\left(1+\frac{m^2}{\epsilon^2}\right)
=-i\,\frac{e^2}{h}\frac{\hbar\omega}{3\Delta}.
\]

The film is taken to be magnetized so that the two surface Hall currents have the same sense in fixed axes. The halves then add to \(e^2/h\), and the reactive longitudinal part doubles to \(-i(e^2/h)\,2\hbar\omega/(3\Delta)\).

At 0.3 THz the photon energy is 1.241 meV. For a 30 meV gap the Hall conductance rises by a fraction \(5.7\times10^{-4}\), and the reactive part is \(0.0276\,e^2/h\). Zero longitudinal conductance is therefore a low-frequency statement, even for a perfect crystal. These numbers treat the two surfaces as uncoupled. In a film only a few nanometres thick they can hybridize, which turns the two masses into \(m\pm m_0\). The static Hall conductance stays at \(e^2/h\) for \(m_0<m\), but the smaller gap enlarges the corrections: with \(m=15\) meV and \(m_0=10\) meV the reactive part is \(0.050\,e^2/h\) and the Hall conductance rises by \(2.7\times10^{-3}\).

## 5. A longitudinal conductance in general

Write \(\sigma_{xx}=s\,e^2/h\), where \(s\) may be complex, and keep \(\sigma_{xy}=e^2/h\). Equation (1) becomes

\[
(1+\alpha s)E_{tx}+\alpha E_{ty}=1,\qquad
-\alpha E_{tx}+(1+\alpha s)E_{ty}=0 .
\]

With \(D=(1+\alpha s)^2+\alpha^2\), the solution is \(E_{tx}=(1+\alpha s)/D\) and \(E_{ty}=\alpha/D\). Therefore

\[
E_{rx}=\frac{(1+\alpha s)-(1+\alpha s)^2-\alpha^2}{D}
=-\frac{\alpha s(1+\alpha s)+\alpha^2}{D},
\]
\[
\frac{E_{rx}}{E_{ry}}=-(s+\alpha+\alpha s^2). \tag{3}
\]

For real, positive \(s\) this contains two separate conditions. A turn near \(90^\circ\) needs \(s\ll1\). The value \(\arctan(1/\alpha)\), including its \(0.42^\circ\) shortfall from \(90^\circ\), needs the stricter \(s\ll\alpha\). With \(s=0.01\) the sum in (3) is 0.0173 and the turn is \(-89.01^\circ\): still nearly a right angle, but the shortfall has more than doubled.

## 6. The dielectric response: how thin is ultrathin?

A film of thickness \(d\) and relative permittivity \(\varepsilon\) carries a polarization current. If the field is uniform across the film, which requires \(kd\sqrt\varepsilon\ll1\), the corresponding sheet conductance is \(-i\omega\varepsilon_0(\varepsilon-1)d\). Multiplying by \(Z_0/2\) gives

\[
\alpha s=-i\delta,\qquad \delta=\tfrac12kd(\varepsilon-1).
\]

Circular components show what this does. For \(E_y=\pm iE_x\), the matrix in (1) reduces to the number \(1+z_\pm\), and \(r=t-1\) gives

\[
z_\pm=i(\pm\alpha-\delta),\qquad r_\pm=-\frac{z_\pm}{1+z_\pm}.
\]

Turning the vector \((1,\pm i)\) through \(\theta\) multiplies it by \(e^{\mp i\theta}\). The major axis of the reflected ellipse therefore stands at the angle \(\tfrac12(\arg r_--\arg r_+)\). For \(\delta<\alpha\) these phases are

\[
\arg r_+=-\frac\pi2-\arctan(\alpha-\delta),\qquad
\arg r_-=\frac\pi2+\arctan(\alpha+\delta).
\]

Half their difference, reduced by \(180^\circ\), is

\[
\theta_r=-90^\circ+\tfrac12\left[\arctan(\alpha+\delta)+\arctan(\alpha-\delta)\right].
\]

To first order the two \(\delta\) terms cancel, so the axis hardly moves. The polarization, however, becomes elliptical. Since \(|r_\pm|\simeq\alpha\mp\delta\), the ratio of minor to major axis is

\[
\frac{|r_-|-|r_+|}{|r_-|+|r_+|}\simeq\frac\delta\alpha,
\]

and the reflectance is \(\tfrac12(|r_+|^2+|r_-|^2)\simeq\alpha^2+\delta^2\).

At \(\delta=\alpha\) the component \(r_+\) vanishes and the reflected light is circular. Beyond that point \(r_+\) has changed sign, its phase has jumped by \(180^\circ\), and the major axis lies close to \(x\). The large turn is lost at

\[
d_{\rm lim}=\frac{2\alpha}{k(\varepsilon-1)} .
\]

This is the answer to the opening question. The bare-sheet result needs \(d\ll d_{\rm lim}\), which for \(\varepsilon-1\) of order one or larger is much stricter than \(d\ll\lambda\).

**Numbers.** Take \(d=6\) nm, \(\varepsilon=100\) and 0.3 THz, for which \(\lambda=0.999\) mm. Then \(\delta=1.867\times10^{-3}\) and \(\delta/\alpha=0.256\). For this real permittivity the major axis stays at \(-89.58^\circ\), but the ellipticity angle is \(\arctan0.256\simeq14.4^\circ\). The reflectance rises to \(5.67\times10^{-5}\), about 7% above the ideal value. The \(x\)-polarized power from 1 mW is now about \(\delta^2\times1\) mW \(=3.5\) nW, instead of 2.8 pW. An analyser set to extinguish the reflected beam would reveal the difference at once, although the axis has not moved.

The limiting thickness is 23.4 nm, or 22.8 nm once the reactive finite-gap term of Section 4 is added to \(\delta\). The abrupt jump of the axis there belongs to a lossless film: with an imaginary part of \(\varepsilon\) equal to 1, the axis turns continuously, from \(-67^\circ\) at \(0.99\,d_{\rm lim}\) to \(-22^\circ\) at \(1.01\,d_{\rm lim}\). At twice that thickness, with frequency and permittivity held fixed, the major axis stands at only \(0.42^\circ\). Adding the finite-gap terms of Section 4 to the 6 nm film brings the ellipticity angle to \(15.8^\circ\) and the reflectance to \(5.76\times10^{-5}\), again without a visible change of axis.

## 7. What a thick substrate does

Let the space behind the ideal sheet be a half-space of real index \(n\). There \(\mathbf H_+=n\,\hat z\times\mathbf E_t/Z_0\), and the steps of Section 2 give

\[
(1+n+Z_0\sigma)\mathbf E_t=2\mathbf E_i .
\]

Now \(Z_0\sigma_{xy}=2\alpha\), so the components read

\[
(1+n)E_{tx}+2\alpha E_{ty}=2,\qquad -2\alpha E_{tx}+(1+n)E_{ty}=0 .
\]

With \(D_n=(1+n)^2+4\alpha^2\), they give \(E_{tx}=2(1+n)/D_n\) and \(E_{ty}=4\alpha/D_n\). Subtracting the incident field,

\[
E_{rx}=\frac{2(1+n)-(1+n)^2-4\alpha^2}{D_n}=-\frac{n^2-1+4\alpha^2}{D_n},
\]
\[
\theta_r=-\arctan\frac{4\alpha}{n^2-1+4\alpha^2}.
\]

At \(n=1\) this returns \(-\arctan(1/\alpha)\). For \(n^2-1\gg4\alpha\), the ordinary reflection dominates and the turn is small, about \(-4\alpha/(n^2-1)\) in radians. With \(n=3.5\) it is \(-0.149^\circ\), while the reflectance is 0.309: a strong beam, barely turned. The turn has already fallen to \(45^\circ\) when \(n^2-1+4\alpha^2=4\alpha\), that is, at \(n=1.0144\).

A transparent slab of finite thickness can behave differently. If it is a whole number of half-wavelengths thick, measured inside the slab, it does not reflect by itself and the large turn returns. The match is delicate: for a half-wave slab with \(n=3.5\), a thickness error of 1% is enough to bring the major axis back close to \(x\).

## 8. The real case

The example follows magnetically doped (Bi,Sb)\(_2\)Te\(_3\) films in the quantum anomalous Hall regime. The thickness, permittivity and gap above are illustrative values, not data for one sample. The permittivity matters most for the ellipticity, since \(\delta\) is proportional to \(\varepsilon-1\). Polar phonons can raise it well above 100 at terahertz frequencies. With \(\varepsilon=290\), for example, the limiting thickness would be only 8.0 nm, and the 6 nm film would have an ellipticity angle of \(36.8^\circ\). A measured value is needed for a real sample.

For a film on a thick substrate, the assumption of vacuum behind it fails. In the half-space model with \(n=3.5\), this alone reduces the turn from \(89.6^\circ\) to \(0.15^\circ\) in magnitude.

Temperature enters through \(\sigma_{xx}\). As an estimate, take \(s=e^{-T_0/T}\) with a rough activation temperature \(T_0=1\) K and a prefactor assumed to be \(e^2/h\). At 0.05 K this gives \(s=e^{-20}\simeq2\times10^{-9}\), which is negligible; \(s\) reaches \(\alpha\) at \(T_0/\ln(1/\alpha)\simeq0.20\) K.

That is a dc estimate. The activation energy is 0.086 meV, whereas the photon carries 1.24 meV, so absorption by disorder states at 0.3 THz is not excluded by a tiny dc conductance. Lattice absorption counts as well: for the 6 nm film, an imaginary part of \(\varepsilon\) of only 2.8 contributes \(\alpha e^2/h\) to the real part of \(\sigma_{xx}\). If the real part of \(\varepsilon\) is 290, this is a loss of just 1%, yet it moves the major axis by \(0.94^\circ\), more than twice the shortfall of \(0.42^\circ\) in the ideal film.

What the angle requires is a condition at the optical frequency. If the shortfall from \(90^\circ\) is to measure \(\alpha\), the total real part of \(\sigma_{xx}\) must lie well below \(\alpha e^2/h\), or about 0.28 microsiemens. This holds for \(\delta\) well below \(\alpha\); as \(\delta\) approaches \(\alpha\), the axis becomes more sensitive to loss and the condition is stricter.

The 1 mW beam serves only to give the powers a scale. With a real part of \(\alpha e^2/h\), the film would absorb about \(2\alpha^2\) of it, or 0.11 microwatt, a serious heat load for a free-standing film at 0.05 K. The numerical output below lists the values for the main example with \(\varepsilon=100\); it does not include the estimates for \(\varepsilon=290\), lattice loss, absorbed power, hybridization or the half-wave slab.

## Values computed for the example and the checks

```
INPUTS (rough typical values)
frequency: 0.3 THz
film thickness: 6 nm
relative permittivity of film: 100
magnetic gap: 30 meV
transport activation temperature: 1 K
temperature of use: 0.05 K
substrate index for comparison: 3.5
incident power: 1 mW
IDEAL FILM
fine-structure constant alpha: 0.0072974
Hall conductance e^2/h: 38.7405 microsiemens
vacuum impedance Z0: 376.730 ohm
wavelength: 0.9993 mm
reflected Ex/Ei: -5.3249e-05
reflected Ey/Ei: 7.2970e-03
reflected turn: -89.5819 deg
reflected turn: -1.56350 rad
transmitted turn: 0.4181 deg
reflectance R: 5.3249e-05
transmittance T: 0.9999468
reflected power, y-polarized: 53.25 nW
reflected power, x-polarized: 2.835 pW
largest relative field error, full thickness: 5.45e-05
largest relative field error, half thickness: 2.72e-05
DIELECTRIC REFLECTION OF THE FILM
delta: 1.8674e-03
delta/alpha: 0.2559
major-axis turn: -89.5819 deg
ellipticity angle: 14.35 deg
reflectance: 5.6735e-05
limiting thickness: 23.45 nm
ellipticity angle at limiting thickness: 45.00 deg
major-axis turn at twice that thickness: 0.418 deg
FINITE GAP
photon energy: 1.241 meV
static Hall conductance of two surfaces: 1.000000 e^2/h
relative Hall correction: 5.71e-04
reactive longitudinal conductance: 0.0276 e^2/h
turn with dielectric and gap effects: -89.5817 deg
ellipticity with both: 15.82 deg
reflectance with both: 5.7588e-05
RESIDUAL CONDUCTANCE, TEMPERATURE, SUBSTRATE
trial dissipative conductance: 0.01 e^2/h
reflected turn with it: -89.009 deg
activated conductance at temperature of use: 2.1e-09 e^2/h
temperature where it reaches alpha e^2/h: 0.20 K
activation energy: 0.086 meV
reflected turn on substrate: -0.149 deg
reflectance on substrate: 0.309
exit index that cuts turn to 45 deg: 1.01438
```
